**Growth increase on a hot spot with partial precursor decomposition**

The program tests the relative increase $F=f(R-1)$, with $R=\exp[E\Delta T/(k_BT(T+\Delta T))]$. Here $f$ is the decomposition share of total growth at temperature $T$, $E$ its activation energy and $\Delta T$ the local temperature excess. Quadrature over oscillator energies is asserted to reproduce the rate ratio and the apparent activation energy $fE$. A matrix exponential of the site equations is asserted to agree with the uptake formula, the additive limit and the first correction for finite refilling. Further assertions cover the order of the small-step expansion and the impingement rate. For $f=0.10$, $E=1.5$ eV, $T=600$ K and $\Delta T=5$ K, the output shows an increase of 2.71 percent. With an assumed drift of the self-limited growth, a prefactor proportional to $T$ and finite refilling, it shows 2.26 percent.

## Program and output

```python
"""
Result under test: a surface hotter by dT raises the growth per cycle by
    F = f*(R - 1),   R = exp(E*dT / (kB*T*(T + dT))),
where f is the share of total growth due to precursor decomposition at T,
E its activation energy, and the self-limited remainder stays constant.
Site model of one dose: empty sites fill at rate a, adsorbed precursor
decomposes at rate d, leaves its metal and reopens the site.
    A = a * dose time,  x = d * dose time  (both dimensionless).
Energies in eV, temperatures in K, lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import gammaln

KB_EV = const.k / const.e

# Inputs of the estimate
T = 600.0
dT = 5.0
E = 1.5
f = 0.10

# Rough typical process values for lanthanum oxide growth
growth_nm = 0.10
cycles = 200
pressure_torr = 0.01
dose_s = 1.0
sticking = 0.01
film_density_g_cm3 = 6.5
drift_per_K = -0.001
M_LA, M_C, M_H, M_O = 138.905, 12.011, 1.008, 15.999


def rate_ratio(energy, temp, step):
    return np.exp(energy * step / (KB_EV * temp * (temp + step)))


def increase(share, energy, temp=T, step=dT):
    return share * (rate_ratio(energy, temp, step) - 1.0)


def reactive_average(energy, temp, oscillators):
    """Thermal average of the reactive fraction of classical oscillators."""
    tau = KB_EV * temp

    def integrand(z):
        total = energy + z * tau
        reduced = total / tau
        population = np.exp((oscillators - 1) * np.log(reduced)
                            - reduced - gammaln(oscillators))
        fraction = ((total - energy) / total) ** (oscillators - 1)
        return population * fraction

    return quad(integrand, 0.0, 80.0, epsabs=0.0, epsrel=1e-11, limit=300)[0]


# Test: microscopic average gives the Arrhenius factor and its ratio
R = rate_ratio(E, T, dT)
for s in (3, 10):
    cold = reactive_average(E, T, s)
    hot = reactive_average(E, T + dT, s)
    assert abs(cold / np.exp(-E / (KB_EV * T)) - 1) < 1e-8
    assert abs(hot / cold - R) < 1e-8
R_micro = hot / cold
F = increase(f, E)
assert 0.025 < F < 0.035

# Test: apparent activation energy of total growth is f*E
reference = reactive_average(E, T, 10)


def log_growth(temp):
    return np.log(1 - f + f * reactive_average(E, temp, 10) / reference)


T_low, T_high = T - 0.5, T + 0.5
inverse_tau_step = 1 / (KB_EV * T_high) - 1 / (KB_EV * T_low)
E_apparent = -(log_growth(T_high) - log_growth(T_low)) / inverse_tau_step
assert abs(E_apparent / (f * E) - 1) < 2e-3  # finite-difference curvature


# Test: the second-order expansion leaves a third-order remainder
def second_order(step):
    u_step = E * step / (KB_EV * T**2)
    return u_step + u_step**2 / 2 - u_step * step / T


def remainder(step):
    return rate_ratio(E, T, step) - 1 - second_order(step)


u = E * dT / (KB_EV * T**2)
halving = remainder(dT) / remainder(dT / 2)
assert 7.5 < halving < 8.7


def dose(A, x):
    """Propagate coverage, metal uptake, decomposed metal over one dose."""
    generator = np.array([[-(A + x), 0.0, 0.0, A],
                          [-A, 0.0, 0.0, A],
                          [x, 0.0, 0.0, 0.0],
                          [0.0, 0.0, 0.0, 0.0]])
    coverage, uptake, decomposed, _ = expm(generator) @ [0.0, 0.0, 0.0, 1.0]
    return coverage, uptake, decomposed


def uptake_formula(A, x):
    steady = A / (A + x)
    return A * x / (A + x) + steady**2 * (1 - np.exp(-A - x))


def site_model_increase(A):
    """Fix x so that the cold dose has share f, then heat the surface."""
    def share_error(x):
        _, uptake, decomposed = dose(A, x)
        return decomposed / uptake - f
    x_cold = brentq(share_error, 0.01, 0.5, xtol=1e-13)
    gain = dose(A, x_cold * R_micro)[1] / dose(A, x_cold)[1] - 1
    return gain, x_cold


def refill_formula(A):
    return F * (1 - (1 + F) / (A * (1 - f)))


# Tests: uptake formula, additive limit, and first refilling correction
for A_test, x_test in ((2.0, 0.7), (30.0, 0.115), (300.0, 0.2)):
    coverage, uptake, decomposed = dose(A_test, x_test)
    assert abs(uptake - uptake_formula(A_test, x_test)) < 1e-9
    assert abs(uptake - coverage - decomposed) < 1e-9
assert abs(site_model_increase(3000.0)[0] / F - 1) < 1e-3
for A_test, tolerance in ((30.0, 0.05), (300.0, 0.01)):
    true_loss = F - site_model_increase(A_test)[0]
    formula_loss = F - refill_formula(A_test)
    assert abs(true_loss / formula_loss - 1) < tolerance  # next order in 1/A

# Impingement of C24H33La molecules and the refilling number A
molar_mass = M_LA + 24 * M_C + 33 * M_H
mass_kg = molar_mass * const.atomic_mass
tau_J = const.k * T
pressure_Pa = pressure_torr * const.torr
flux = pressure_Pa / np.sqrt(2 * np.pi * mass_kg * tau_J)
speed = np.sqrt(tau_J / mass_kg)
mean_inward = speed * quad(
    lambda w: w * np.exp(-w * w / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
flux_direct = pressure_Pa / tau_J * mean_inward
assert abs(flux_direct / flux - 1) < 1e-8
flux_nm2 = flux * 1e-18
oxide_mass = 2 * M_LA + 3 * M_O
la_per_nm3 = 2 * film_density_g_cm3 / oxide_mass * const.N_A * 1e-21
self_limited_nm = (1 - f) * growth_nm
decomposition_nm = f * growth_nm
sites_nm2 = la_per_nm3 * self_limited_nm
A_example = sticking * flux_nm2 * dose_s / sites_nm2
gain_example, x_example = site_model_increase(A_example)

# Neglected effects, as changes of the relative increase
drift_effect = (1 - f) * drift_per_K * dT
prefactor_effect = f * R * dT / T
refill_effect = gain_example - F
cancel_drift = -F / ((1 - f) * dT)
assert abs(drift_effect) > max(abs(prefactor_effect), abs(refill_effect))
net = F + drift_effect + prefactor_effect + refill_effect
assert 0.02 < net < 0.03

hot_growth_nm = growth_nm * (1 + F)
cold_film_nm = cycles * growth_nm
hot_film_nm = cycles * hot_growth_nm

print(f"Temperature: {T:.0f} K, hot spot: +{dT:.0f} K")
print(f"Activation energy: {E:.2f} eV")
print(f"Decomposition share of total: {100*f:.1f} %")
print(f"kB*T: {KB_EV*T:.5f} eV")
print(f"E/(kB*T): {E/(KB_EV*T):.3f}")
print(f"Small-step parameter u: {u:.4f}")
print(f"Exponent ln R: {np.log(R):.4f}")
print(f"Rate ratio R, formula: {R:.5f}")
print(f"Rate ratio R, energy quadrature: {R_micro:.5f}")
print(f"Increase of total growth: {100*F:.2f} %")
print(f"Linear estimate: {100*f*u:.2f} %")
print(f"Second-order estimate: {100*f*second_order(dT):.2f} %")
print(f"Remainder ratio on halving step: {halving:.2f}")
print(f"Apparent activation energy: {E_apparent:.4f} eV")
print(f"Increase if share is 1/11: {100*increase(1/11, E):.2f} %")
print(f"Increase for E = 1.3 eV: {100*increase(f, 1.3):.2f} %")
print(f"Increase for E = 1.7 eV: {100*increase(f, 1.7):.2f} %")
print(f"Increase for share 8 %: {100*increase(0.08, E):.2f} %")
print(f"Increase for share 12 %: {100*increase(0.12, E):.2f} %")
print(f"Growth at 600 K: {growth_nm:.4f} nm/cycle")
print(f"Self-limited part: {self_limited_nm:.4f} nm/cycle")
print(f"Decomposition part, cold: {decomposition_nm:.4f} nm/cycle")
print(f"Decomposition part, hot: {decomposition_nm*R:.5f} nm/cycle")
print(f"Growth on hot spot: {hot_growth_nm:.5f} nm/cycle")
print(f"Growth on hot spot: {10*hot_growth_nm:.4f} angstrom/cycle")
print(f"Number of cycles: {cycles}")
print(f"Film off hot spot: {cold_film_nm:.2f} nm")
print(f"Film on hot spot: {hot_film_nm:.2f} nm")
print(f"Thickness difference: {hot_film_nm-cold_film_nm:.2f} nm")
print(f"Precursor pressure: {pressure_torr:.3f} Torr")
print(f"Dose time: {dose_s:.1f} s, sticking: {sticking:.3f}")
print(f"Film density: {film_density_g_cm3:.1f} g/cm3")
print(f"Precursor molar mass: {molar_mass:.1f} g/mol")
print(f"Impingement rate: {flux_nm2:.0f} per nm2 per s")
print(f"La density in film: {la_per_nm3:.1f} per nm3")
print(f"La per saturated cycle: {sites_nm2:.2f} per nm2")
print(f"Refilling number A: {A_example:.1f}")
print(f"Decomposition number x: {x_example:.4f}")
print(f"Increase, site model: {100*gain_example:.2f} %")
print(f"Increase, refill formula: {100*refill_formula(A_example):.2f} %")
print(f"Assumed self-limited drift: {100*drift_per_K:.2f} %/K")
print(f"Effect of drift: {100*drift_effect:+.2f} points")
print(f"Effect of prefactor ~ T: {100*prefactor_effect:+.2f} points")
print(f"Effect of finite refilling: {100*refill_effect:+.2f} points")
print(f"Increase with all three: {100*net:.2f} %")
print(f"Drift that cancels increase: {100*cancel_drift:.2f} %/K")
print("finished without a failed check")
```

It prints:

```
Temperature: 600 K, hot spot: +5 K
Activation energy: 1.50 eV
Decomposition share of total: 10.0 %
kB*T: 0.05170 eV
E/(kB*T): 29.011
Small-step parameter u: 0.2418
Exponent ln R: 0.2398
Rate ratio R, formula: 1.27095
Rate ratio R, energy quadrature: 1.27095
Increase of total growth: 2.71 %
Linear estimate: 2.42 %
Second-order estimate: 2.69 %
Remainder ratio on halving step: 8.20
Apparent activation energy: 0.1500 eV
Increase if share is 1/11: 2.46 %
Increase for E = 1.3 eV: 2.31 %
Increase for E = 1.7 eV: 3.12 %
Increase for share 8 %: 2.17 %
Increase for share 12 %: 3.25 %
Growth at 600 K: 0.1000 nm/cycle
Self-limited part: 0.0900 nm/cycle
Decomposition part, cold: 0.0100 nm/cycle
Decomposition part, hot: 0.01271 nm/cycle
Growth on hot spot: 0.10271 nm/cycle
Growth on hot spot: 1.0271 angstrom/cycle
Number of cycles: 200
Film off hot spot: 20.00 nm
Film on hot spot: 20.54 nm
Thickness difference: 0.54 nm
Precursor pressure: 0.010 Torr
Dose time: 1.0 s, sticking: 0.010
Film density: 6.5 g/cm3
Precursor molar mass: 460.4 g/mol
Impingement rate: 6683 per nm2 per s
La density in film: 24.0 per nm3
La per saturated cycle: 2.16 per nm2
Refilling number A: 30.9
Decomposition number x: 0.1148
Increase, site model: 2.61 %
Increase, refill formula: 2.61 %
Assumed self-limited drift: -0.10 %/K
Effect of drift: -0.45 points
Effect of prefactor ~ T: +0.11 points
Effect of finite refilling: -0.10 points
Increase with all three: 2.26 %
Drift that cancels increase: -0.60 %/K
finished without a failed check
```
